# Image-Force Lowering of a Metal–Silicon Barrier in a Uniform Field

## Problem

An electron in silicon stands at a distance \(x\) from a plane metal contact. The metal fills \(x<0\) and the silicon fills \(x>0\). An electric field of magnitude \(F=1\times10^{5}\) V/cm pushes the electron away from the metal. This is the situation at a contact to n-type silicon, where the positive donors of the depletion layer pull the electron into the semiconductor.

Without any response of the metal to the electron, the potential energy of the electron would be highest at the contact, \(x=0\), and would fall linearly into the silicon. The electron, however, induces charge on the metal surface and is attracted by it. This attraction rounds off the top of the barrier and lowers it.

1. At what distance \(x_m\) from the metal does the barrier maximum lie?
2. By what energy \(\Delta\) does it lie below the barrier top without image force?
3. The field of a depletion layer is not uniform. Does this matter for the answers if the donor density is \(N=1\times10^{17}\) cm\(^{-3}\)?

The following model is used. The metal is a perfect conductor. The silicon is a uniform dielectric with permittivity \(\varepsilon=\varepsilon_r\varepsilon_0\), and the customary static value \(\varepsilon_r=11.7\) is taken as an input. For the first two questions the field is uniform. The elementary charge is \(q>0\), so the electron has charge \(-q\). The potential energy \(U(x)\) of the electron is measured from the barrier top without image force.

## First estimate by scaling

Two energies compete. The charge induced on the metal is of order \(q\), and its distance from the electron is of order \(x\). Without regard to numerical factors, the attraction therefore has the size

\[
\frac{C}{x},\qquad C=\frac{q^2}{4\pi\varepsilon}.
\]

The field lowers the energy by \(Sx\), where \(S=qF\) is the force of the field on the electron. The first energy dominates close to the metal and the second far from it. The maximum should lie near the distance \(x_0\) at which they are equal:

\[
\frac{C}{x_0}=Sx_0
\quad\Rightarrow\quad
x_0=\sqrt{\frac{C}{S}},
\]

and the lowering should be of the order of either energy at that distance:

\[
\Delta_0=Sx_0=\sqrt{CS}.
\]

For the numbers, nanometres and millielectronvolts are convenient. With \(\varepsilon_0=8.854\times10^{-14}\) F/cm,

\[
\frac{C}{q}=\frac{1.602\times10^{-19}\ \text{C}}{4\pi\,(11.7)(8.854\times10^{-14}\ \text{F/cm})}
=1.231\times10^{-8}\ \text{V cm}.
\]

One volt is \(10^3\) mV and one centimetre is \(10^7\) nm, so \(C=123.1\) meV nm. The field is \(10^5\) V per \(10^7\) nm, or 10 mV/nm, so \(S=10.00\) meV/nm. Then

\[
x_0=\sqrt{\frac{123.1}{10.00}}\ \text{nm}\approx3.5\ \text{nm},
\qquad
\Delta_0=(10.00)(3.51)\ \text{meV}\approx35\ \text{meV}.
\]

The lowering is expected to be some tens of millielectronvolts, and the maximum some nanometres from the metal. The numerical factors are still open.

## Exact solution of the model

### The image force

The surface of a perfect conductor is an equipotential. The part of the potential that is due to the electron and to the charge it induces can be set to zero there. In the silicon this part must also satisfy the Poisson equation with a single point charge \(-q\) at distance \(x\) from the surface, and it must vanish far away.

A charge \(+q\) placed at \(-x\), the mirror position inside the metal, meets these conditions. A point of the surface at lateral distance \(\rho\) from the foot of the perpendicular is equally far from both charges, so the potential there is

\[
\frac{1}{4\pi\varepsilon}\left(\frac{-q}{\sqrt{\rho^2+x^2}}+\frac{+q}{\sqrt{\rho^2+x^2}}\right)=0 .
\]

The added charge lies outside the silicon and puts no new source into it. Since the solution of the Poisson equation with these boundary conditions is unique, the induced surface charge acts on the electron as the image charge would.

The electron and its image are \(2x\) apart. The force on the electron points towards the metal, in the negative \(x\) direction:

\[
f(x)=-\frac{q^2}{4\pi\varepsilon(2x)^2}=-\frac{q^2}{16\pi\varepsilon x^2}.
\]

### The image energy

The potential energy is minus the work done by this force when the electron is brought from infinity, where the energy is zero, to \(x\):

\[
U_{\text{im}}(x)=-\int_\infty^x f(x')\,dx'
=\int_\infty^x\frac{q^2}{16\pi\varepsilon x'^2}\,dx'
=\left[-\frac{q^2}{16\pi\varepsilon x'}\right]_\infty^x .
\]

The upper limit gives the result and the lower limit gives zero:

\[
U_{\text{im}}(x)=-\frac{A}{x},\qquad A=\frac{q^2}{16\pi\varepsilon}=\frac{C}{4}.
\]

Two independent charges \(\pm q\) at the distance \(2x\) would have the energy \(-q^2/(8\pi\varepsilon x)\), which is twice as much. The difference arises because the image moves with the electron. When the electron is pulled away by \(dx\), the separation grows by \(2\,dx\), but the external agent works against the force over the path \(dx\) of the electron alone. The induced charge moves on a surface at zero potential, and this costs no work.

The factor \(1/16\) can be tested without the image construction. A numerical solution of the Poisson equation with a grounded plane gives the same energy and the same force; the ratios are in the numerical output.

### The maximum

The field pushes the electron in the positive \(x\) direction with the force \(S=qF\), which corresponds to the potential energy \(-Sx\). Electrostatics is linear, so the two contributions add:

\[
U(x)=-\frac{A}{x}-Sx .
\]

At a maximum the slope vanishes:

\[
U'(x)=\frac{A}{x^2}-S=0
\quad\Rightarrow\quad
x_m=\sqrt{\frac{A}{S}} .
\]

This is the point at which the image force and the force of the field balance. The second derivative, \(U''=-2A/x^3\), is negative for all \(x>0\), so the point is a maximum and there is no other stationary point in the silicon.

From \(x_m^2=A/S\) it follows that \(A/x_m=Sx_m\). The two terms are equal at the maximum, and the lowering is their sum:

\[
\Delta=-U(x_m)=\frac{A}{x_m}+Sx_m=2Sx_m=2\sqrt{AS}.
\]

Inserting \(A=q^2/(16\pi\varepsilon)\) and \(S=qF\) gives

\[
x_m=\sqrt{\frac{q^2}{16\pi\varepsilon}\,\frac{1}{qF}}=\sqrt{\frac{q}{16\pi\varepsilon F}},
\]

\[
\Delta=2\sqrt{\frac{q^2}{16\pi\varepsilon}\,qF}
=\sqrt{\frac{4q^3F}{16\pi\varepsilon}}
=\sqrt{\frac{q^3F}{4\pi\varepsilon}} .
\]

Here \(\Delta\) is an energy. Division by \(q\) gives the lowering as a potential, \(\sqrt{qF/(4\pi\varepsilon)}\).

### Numbers

The image constant is a quarter of \(C\), so \(A=30.77\) meV nm. With \(S=10.00\) meV/nm,

\[
x_m=\sqrt{\frac{30.77}{10.00}}\ \text{nm}=1.754\ \text{nm},
\]

\[
\Delta=2\,(10.00)(1.754)\ \text{meV}=35.08\ \text{meV}.
\]

In this model the barrier maximum lies about 1.8 nm from the metal, and the barrier is lowered by about 35 meV, or 0.035 eV. The further digits serve for comparisons within the model.

The two terms and their sum show how the maximum forms:

| \(x\) (nm) | \(-A/x\) (meV) | \(-Sx\) (meV) | \(U\) (meV) |
|---|---|---|---|
| 0.5 | −61.54 | −5.00 | −66.54 |
| 1.0 | −30.77 | −10.00 | −40.77 |
| 1.5 | −20.51 | −15.00 | −35.51 |
| 2.0 | −15.38 | −20.00 | −35.38 |
| 3.0 | −10.26 | −30.00 | −40.26 |
| 5.0 | −6.15 | −50.00 | −56.15 |

The top is flat: at 1.5 nm and at 2.0 nm the energy is less than 0.5 meV below its maximum. To see why, write \(x=x_m(1+\delta)\) and use \(A/x_m=Sx_m\):

\[
U=-Sx_m\left[\frac{1}{1+\delta}+1+\delta\right]
=-Sx_m\,\frac{2+2\delta+\delta^2}{1+\delta}
=-\Delta-Sx_m\,\frac{\delta^2}{1+\delta}.
\]

The last form uses \(2Sx_m=\Delta\). The distance from the top grows with the square of \(\delta\) when \(\delta\) is small. At 2.0 nm, \(\delta=0.14\), and the last term is \(17.54\times0.14^2/1.14\approx0.30\) meV, in agreement with the table.

At small \(x\) the table follows the image term, which tends to \(-\infty\) at the metal. This divergence is not physical. Within a few tenths of a nanometre of the surface, neither the metal nor the silicon is a continuum with a sharp boundary, and the classical image law fails. Even at \(x_m\) the law is only approximate, because a real metal is not a perfect conductor. The field penetrates it over a screening length, for which 0.05 nm is a typical size. If the background permittivity of the metal is that of vacuum, the field just inside it is \(\varepsilon_r F\). The potential drop in the metal is then about \(\varepsilon_r F\times0.05\) nm, as much as over 0.6 nm of silicon. This is a third of \(x_m\). The position of the maximum in particular is therefore a result for the perfect conductor and not an accurate prediction for a real contact.

## Dependence on permittivity, field and doping

**Permittivity.** Both \(x_m\) and \(\Delta\) are proportional to \(\varepsilon_r^{-1/2}\). With \(\varepsilon_r=12.0\) in place of 11.7, the maximum lies at 1.732 nm and the lowering is 34.64 meV. The permittivity changes by 2.6 percent and the results by about half as much. If the permittivity of vacuum is used, both results grow by the factor \(\sqrt{11.7}=3.42\), to 6.0 nm and 120 meV. These are the values for an electron in vacuum in front of a metal in the same field. The polarization of the silicon thus weakens the effect considerably. The use of the static permittivity assumes that this polarization follows the moving electron.

**Field.** The lowering is proportional to \(F^{1/2}\) and the distance to \(F^{-1/2}\). In a fourfold field the lowering doubles to 70.16 meV, and the maximum moves in to 0.877 nm. A strong field therefore brings the maximum towards the region where the classical image law fails. It also makes the barrier thinner, so that tunnelling, which is left out here, gains importance. Tunnelling is not negligible even at the given field. The curvature of the top, \(|U''|=2A/x_m^3\approx11\) meV/nm\(^2\), corresponds to \(\hbar\omega=\hbar\sqrt{|U''|/m^*}\), about 68 meV for the transverse mass \(0.19\,m_e\) of silicon and 31 meV for the longitudinal mass \(0.92\,m_e\). The transmission through a parabolic top is \(1/[1+e^{-2\pi E/\hbar\omega}]\), with \(E\) measured from the top, so it rises gradually on the scale \(\hbar\omega/2\pi\approx5\) to 11 meV. The thermal wavelength of the electron at 300 K, 4.5 to 10 nm for these masses, is larger than \(x_m\). The values of \(x_m\) and \(\Delta\) describe the potential, not a sharp energy threshold for the electron. In a weak field the maximum moves outwards, and the assumption of a uniform field becomes the weak point.

**Doping.** In a depletion layer with uniform donor density \(N\), the positive space charge makes the field magnitude fall with depth. Gauss's law gives the slope \(-qN/\varepsilon\), so that

\[
F(x)=F\left(1-\frac{x}{W}\right),\qquad W=\frac{\varepsilon F}{qN},
\]

where \(F\) is now the field at the contact and \(W\) is the depth at which the field reaches zero. For the given density,

\[
W=\frac{(11.7)(8.854\times10^{-14})(1\times10^{5})}{(1.602\times10^{-19})(1\times10^{17})}\ \text{cm}
=6.47\times10^{-6}\ \text{cm}=64.7\ \text{nm}.
\]

At \(x_m\) the field has fallen by \(1.754/64.7\), or 2.7 percent of its value at the contact. Integrating the force \(qF(x')\) from 0 to \(x\) replaces the field term \(-Sx\) by

\[
-S\int_0^x\left(1-\frac{x'}{W}\right)dx'=-Sx+\frac{Sx^2}{2W}.
\]

The additional term is positive and raises the barrier top. Since \(U\) has zero slope at \(x_m\), a small shift of the maximum does not change its height to first order. The height therefore changes, to this order, by the additional term at the old position:

\[
\frac{Sx_m^2}{2W}=\frac{(10.00)(1.754)^2}{2(64.7)}\ \text{meV}=0.238\ \text{meV}.
\]

A direct numerical search for the new maximum gives a reduction of 0.241 meV, a lowering of 34.84 meV and a distance of 1.779 nm. The small excess over the estimate comes from the shift of the maximum. The additional term has the slope \(Sx_m/W\) at \(x_m\), and the curvature of the original barrier there has the magnitude \(2A/x_m^3=2S/x_m\). A slope \(p\) added to a parabolic top of curvature magnitude \(k\) raises the top by \(p^2/(2k)\), which is here

\[
\frac{(Sx_m/W)^2}{2\,(2S/x_m)}=\frac{Sx_m^3}{4W^2}.
\]

Relative to the first-order term this is \(x_m/(2W)\), or 1.4 percent, which accounts for the difference within the printed digits.

The answer to the third question is that the falling field changes the lowering by less than one percent, and the stated results of 35 meV and 1.8 nm stand. The calculation treats the donors as a smooth charge. Their mean spacing, \(N^{-1/3}\approx20\) nm, is larger than \(x_m\). The field used here is therefore an average over planes parallel to the contact, and the local field can differ from it noticeably. A single donor 10 nm from the metal, together with its own image, pulls an electron at the contact directly in front of it with the force \(2C/(10\ \text{nm})^2\approx2.5\) meV/nm, a quarter of \(S\). From place to place along the contact, the lowering can therefore deviate from its average value by some millielectronvolts, which is more than the correction for the falling field.

## Comparison of the estimate with the solution

The scaling estimate has the correct dependence on \(q\), \(\varepsilon\) and \(F\), because \(C\) and \(S\) can be combined into a length and an energy in one way each. The numerical factors follow from \(A=C/4\):

\[
x_m=\sqrt{\frac{C}{4S}}=\frac{x_0}{2},
\qquad
\Delta=2\sqrt{\frac{CS}{4}}=\sqrt{CS}=\Delta_0 .
\]

The estimated distance, 3.5 nm, is too large by a factor of two, whereas the estimated lowering agrees with the solution. This agreement is a coincidence of two omissions. To separate them, let the attraction be \(cC/x\) with an arbitrary number \(c\). The same calculation as before then gives

\[
x_m=\sqrt{c}\,x_0,\qquad \Delta=2\sqrt{c}\,\Delta_0 .
\]

The estimate took \(c=1\), which overstates the attraction, and it counted one of the two equal energies in place of their sum. For the image force \(c=1/4\), so \(2\sqrt c=1\), and the two errors cancel in the energy. In the distance there is no second error to compensate the first.

The estimated position is therefore not a point near the top of the barrier. At \(x_0=2x_m\), where \(\delta=1\), the energy of the full model is

\[
U(2x_m)=-\Delta-\frac{Sx_m}{2}=-(35.08+8.77)\ \text{meV}\approx-44\ \text{meV},
\]

about 9 meV below the maximum. Scaling was enough to find the size of the effect and its dependence on field and permittivity, but the position of the maximum required the factor \(1/4\) in the image energy.

## Computed results

```
Poisson/image energy ratio at z = 1: 1.00000
Poisson/image force ratio at z = 1: 1.00002
relative permittivity used for silicon: 11.7
field F: 1.0e+05 V/cm
image constant A: 30.77 meV nm
field slope S: 10.00 meV/nm
distance of maximum, formula: 1.754 nm
distance of maximum, search: 1.754 nm
lowering, formula: 35.08 meV
lowering, search: 35.08 meV
lowering in eV: 0.0351 eV
image term at maximum: -17.54 meV
field term at maximum: -17.54 meV
x (nm), image term (meV), field term (meV), U (meV):
  0.5  -61.54  -5.00  -66.54
  1.0  -30.77  -10.00  -40.77
  1.5  -20.51  -15.00  -35.51
  2.0  -15.38  -20.00  -35.38
  3.0  -10.26  -30.00  -40.26
  5.0  -6.15  -50.00  -56.15
eps_r = 12.0: maximum at 1.732 nm, lowering 34.64 meV
fourfold field: maximum at 0.877 nm, lowering 70.16 meV
vacuum eps: maximum at 6.000 nm, lowering 120.00 meV
square root of silicon eps_r: 3.421
chosen donor density: 1.0e+17 cm^-3
depletion width W: 64.7 nm
fractional fall of field at x_m: 2.71 percent
maximum with falling field: 1.779 nm
lowering with falling field: 34.84 meV
reduction of lowering, search: 0.241 meV
reduction of lowering, estimate: 0.238 meV
```
